# Band Offsets in GW: Bulk Edges, Electrostatic Lineup and Density Change: a numerical check

```python
"""
Result under test: a band offset (B minus A) equals the difference of bulk
quasiparticle edges, each measured from the bulk average electrostatic energy,
plus the lineup of that average energy across the interface. The lineup is
fixed by the charge density, so a self-energy alters it only via the density.

Model: square array of parallel chains, hopping along the chains only, Gaussian
site charges interacting in three dimensions, one unit of ionic charge per site.
Even sites are cations, odd sites anions. Hartree atomic units throughout.
  density    electrons per site (both spins)
  excess     density minus ionic charge
  hartree    site-site interaction for charge equal on all chains
  couplings  (weight, interaction) for each in-plane wavevector
  sigma      static COHSEX self-energy, the static limit of GW
"""
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
SPACING, SIDE, WIDTH = 4.0, 6.0, 1.2
AREA = SIDE**2
HOP, XC = 0.10, 0.10
SPLIT_A, SPLIT_B, SHIFT_B = 0.20, 0.30, -0.05
N, LAST_A = 80, 20


def interaction(n, qx, qy):
    """Gaussian-charge Coulomb matrix; the divergent uniform term is omitted."""
    length = n * SPACING
    top = int(5.0 * length / (2 * np.pi))
    gz = 2 * np.pi / length * np.arange(-top, top + 1)
    gp = 2 * np.pi / SIDE * np.arange(-5, 6)
    par2 = ((qx + gp)[:, None]**2 + (qy + gp)[None, :]**2).ravel()
    k2 = gz[:, None]**2 + par2[None, :]
    k2 = np.where(k2 > 1e-12, k2, np.inf)
    weight = (np.exp(-k2 * WIDTH**2) / k2).sum(axis=1)
    phase = np.cos(np.outer(np.arange(n) * SPACING, gz))
    profile = 4 * np.pi / (AREA * length) * phase @ weight
    i = np.arange(n)
    return profile[(i[:, None] - i[None, :]) % n]


def in_plane_couplings(n):
    unit = 2 * np.pi / SIDE
    grid = [(0.25, 1/8, 1/8), (0.50, 1/8, 3/8), (0.25, 3/8, 3/8)]
    return [(w, interaction(n, unit * x, unit * y)) for w, x, y in grid]


def bare_hamiltonian(onsite):
    n = len(onsite)
    h = np.diag(onsite).astype(float)
    i = np.arange(n)
    h[i, (i + 1) % n] -= HOP
    h[(i + 1) % n, i] -= HOP
    return h


def xc_potential(density):
    return -XC * np.cbrt(density)


def self_consistent(h_fixed, hartree, local_xc):
    """Iterate density and Hartree potential, optionally with local exchange."""
    n = len(h_fixed)
    density = np.ones(n)
    for _ in range(2000):
        local = hartree @ (density - 1)
        if local_xc:
            local = local + xc_potential(density)
        h = h_fixed + np.diag(local)
        e, c = np.linalg.eigh(h)
        new = 2 * (c[:, :n // 2]**2).sum(axis=1)
        if np.max(np.abs(new - density)) < 1e-11:
            return new, h, e, c
        density = density + 0.3 * (new - density)
    raise AssertionError("density iteration did not converge")


def pair_data(e, c):
    """Occupied-empty product densities and energy gaps."""
    n, occ = len(e), len(e) // 2
    rho = (c[:, :occ, None] * c[:, None, occ:]).reshape(n, -1)
    gaps = (e[None, occ:] - e[:occ, None]).ravel()
    return rho, gaps


def static_response(e, c):
    rho, gaps = pair_data(e, c)
    return -4 * (rho / gaps) @ rho.T


def cohsex(e, c, couplings):
    n = len(e)
    chi0 = static_response(e, c)
    screened = sum(w * np.linalg.solve(np.eye(n) - v @ chi0, v)
                   for w, v in couplings)
    bare = sum(w * v for w, v in couplings)
    occupied = c[:, :n // 2] @ c[:, :n // 2].T
    sigma = -occupied * screened + 0.5 * np.diag(np.diag(screened - bare))
    return 0.5 * (sigma + sigma.T)


def cell_average(excess, centre):
    """Average of the planar electrostatic energy over one cell of two sites."""
    n = len(excess)
    length = n * SPACING
    g = 2 * np.pi / length * np.arange(1, int(7.0 * length / (2 * np.pi)) + 1)
    z = SPACING * (centre - 1 + 2 * (np.arange(64) + 0.5) / 64)
    site_phase = np.exp(-1j * np.outer(g, np.arange(n) * SPACING)) @ excess
    amplitude = site_phase * np.exp(-g**2 * WIDTH**2 / 2) / g**2
    wave = np.exp(1j * np.outer(z, g)) @ amplitude
    return (8 * np.pi / (AREA * length) * wave.real).mean()


def potential_lineup(excess):
    return cell_average(excess, N // 2) - cell_average(excess, 0)


def dipole_lineup(excess):
    """First moment of the macroscopically averaged charge at one interface."""
    j = np.arange(N // 2)
    averaged = 0.5 * (excess[j] + excess[j + 1])
    return 4 * np.pi / AREA * np.sum(averaged * (j + 0.5) * SPACING)


def deep_edges(h, centre):
    """Valence and conduction edge read from rows of h deep in one material."""
    i = np.arange(N)
    return np.array([h[s] @ np.cos(np.pi / 2 * (i - s))
                     for s in (centre + 1, centre)])


hartree = interaction(N, 0.0, 0.0)
couplings = in_plane_couplings(N)
sites = np.arange(N)
sign = np.where(sites % 2 == 0, 1.0, -1.0)
onsite_a = SPLIT_A * sign
onsite_b = SHIFT_B + SPLIT_B * sign
inside_a = np.minimum(sites, N - sites) <= LAST_A
STAGES = ("mean field", "sigma, frozen density", "sigma, updated density")


def three_stages(onsite):
    bare = bare_hamiltonian(onsite)
    n0, h0, e0, c0 = self_consistent(bare, hartree, True)
    sigma = cohsex(e0, c0, couplings)
    correction = sigma - np.diag(xc_potential(n0))
    n1, h1, _, _ = self_consistent(bare + sigma, hartree, False)
    return {"h": (h0, h0 + correction, h1), "density": (n0, n0, n1),
            "e0": e0, "c0": c0, "correction": correction, "bare": bare}


bulk_a, bulk_b = three_stages(onsite_a), three_stages(onsite_b)
joint = three_stages(np.where(inside_a, onsite_a, onsite_b))


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("site spacing", SPACING, "bohr", 1)
show("chain separation", SIDE, "bohr", 1)
show("Gaussian width", WIDTH, "bohr", 1)
show("hopping", HOP, "Ha", 2)
show("local exchange strength", XC, "Ha", 2)
show("on-site splitting A (plus/minus)", SPLIT_A, "Ha", 2)
show("on-site splitting B (plus/minus)", SPLIT_B, "Ha", 2)
show("on-site shift B", SHIFT_B, "Ha", 2)
print(f"sites per chain: {N} total, {inside_a.sum()} in A")

# Split of the offset at each stage, against edges read from the interface.
worst, offsets, lineups, bulk_parts = 0.0, [], [], []
for k, stage in enumerate(STAGES):
    excess = joint["density"][k] - 1
    edges, direct = [], []
    for bulk, centre in ((bulk_a, 0), (bulk_b, N // 2)):
        levels = np.linalg.eigvalsh(bulk["h"][k])
        edge = levels[N // 2 - 1:N // 2 + 1]
        absolute = deep_edges(joint["h"][k], centre)
        worst = max(worst, np.max(np.abs(
            absolute - edge - cell_average(excess, centre))))
        edges.append(edge)
        direct.append(absolute)
    lineup = potential_lineup(excess)
    assert abs(lineup - dipole_lineup(excess)) < 1e-6
    offsets.append(direct[1] - direct[0])
    lineups.append(lineup)
    bulk_parts.append(edges[1] - edges[0])
    print(f"[{stage}] bulk edges v,c (Ha): A {edges[0][0]:.5f}, "
          f"{edges[0][1]:.5f}; B {edges[1][0]:.5f}, {edges[1][1]:.5f}")
    print(f"  bulk part of offset v,c (Ha): {bulk_parts[k][0]:.5f}, "
          f"{bulk_parts[k][1]:.5f}")
    show("  lineup from cell-averaged potential", lineup, "Ha")
    show("  lineup from charge dipole", dipole_lineup(excess), "Ha")
    print(f"  direct offset v,c (Ha): {offsets[k][0]:.5f}, {offsets[k][1]:.5f}")
    print(f"  direct offset v,c (eV): {offsets[k][0]*EV:.3f}, "
          f"{offsets[k][1]*EV:.3f}")
assert worst < 1e-5
print(f"largest edge mismatch, split against direct: {worst:.1e} Ha")

# With frozen density the offset moves by the bulk part only.
frozen_change = offsets[1] - offsets[0]
assert np.allclose(frozen_change, bulk_parts[1] - bulk_parts[0], atol=2e-5)
assert np.max(np.abs(frozen_change)) > 1e-3

# The lineup change is the dipole of the density change.
density_change = joint["density"][2] - joint["density"][0]
lineup_change = lineups[2] - lineups[0]
assert abs(lineup_change - dipole_lineup(density_change)) < 1e-6
show("lineup change", lineup_change, "Ha")
show("lineup change", 1000 * lineup_change * EV, "meV", 1)
show("largest site density change", np.max(np.abs(density_change)), "electrons")

# First-order density: perturbation formula against finite differences.
e0, c0, corr = joint["e0"], joint["c0"], joint["correction"]
occ = N // 2
rho, gaps = pair_data(e0, c0)
in_orbitals = c0.T @ corr @ c0
mixing = in_orbitals[:occ, occ:].ravel()
unscreened = -4 * rho @ (mixing / gaps)
chi0 = static_response(e0, c0)
first_order = np.linalg.solve(np.eye(N) - chi0 @ hartree, unscreened)
start = joint["bare"] + np.diag(xc_potential(joint["density"][0]))
step = 1e-3
plus = self_consistent(start + step * corr, hartree, False)[0]
minus = self_consistent(start - step * corr, hartree, False)[0]
difference = (plus - minus) / (2 * step)
assert np.max(np.abs(difference - first_order)) < 1e-5
show("first-order lineup change, no Hartree response",
     dipole_lineup(unscreened), "Ha")
show("first-order lineup change, with Hartree response",
     dipole_lineup(first_order), "Ha")
show("same from finite differences", potential_lineup(difference), "Ha")

# Without occupied-empty elements the self-energy moves levels, not charge.
block = in_orbitals.copy()
block[:occ, occ:] = 0
block[occ:, :occ] = 0
e_block, c_block = np.linalg.eigh(joint["h"][0] + c0 @ block @ c0.T)
n_block = 2 * (c_block[:, :occ]**2).sum(axis=1)
assert np.max(np.abs(n_block - joint["density"][0])) < 1e-8
gap_before, gap_after = e0[occ] - e0[occ - 1], e_block[occ] - e_block[occ - 1]
assert abs(gap_after - gap_before) > 1e-3
show("superlattice gap, mean field", gap_before, "Ha")
show("superlattice gap, block-diagonal correction", gap_after, "Ha")

# Full dynamical GW self-energy on a short ring of material A.
M = 12
ring_couplings = in_plane_couplings(M)
ring_density, ring_h, _, _ = self_consistent(
    bare_hamiltonian(onsite_a[:M]), interaction(M, 0.0, 0.0), True)


def excitations(e, c):
    """RPA energies, site potentials and orbital couplings per wavevector."""
    rho, gaps = pair_data(e, c)
    root = np.sqrt(gaps)
    result = []
    for w, v in ring_couplings:
        matrix = np.diag(gaps**2) + 4 * root[:, None] * (rho.T @ v @ rho) * root
        square, z = np.linalg.eigh(matrix)
        omega = np.sqrt(square)
        potential = v @ (np.sqrt(2) * rho @ (root[:, None] * z) / np.sqrt(omega))
        result.append((w, omega, potential,
                       np.einsum("in,im,is->nms", c, c, potential)))
    return result


def sigma_c(state, frequency, e, modes):
    """Diagonal correlation self-energy at an array of complex frequencies."""
    side = np.where(np.arange(M) < M // 2, 1.0, -1.0)
    total = 0
    for w, omega, _, coupling in modes:
        poles = (e[:, None] - side[:, None] * omega[None, :]).ravel()
        strength = (coupling[state]**2).ravel()
        total = total + w * (strength / (frequency[:, None] - poles)).sum(axis=1)
    return total


def valence_quasiparticle(h):
    e, c = np.linalg.eigh(h)
    modes = excitations(e, c)
    v = M // 2 - 1
    occupied = c[:, :M // 2] @ c[:, :M // 2].T
    bare = sum(w * x for w, x in ring_couplings)
    static = -c[:, v] @ (occupied * bare) @ c[:, v]
    static -= c[:, v]**2 @ xc_potential(ring_density)
    energy = e[v]
    for _ in range(200):
        energy = e[v] + static + sigma_c(v, np.array([energy]), e, modes)[0]
    residual = e[v] + static + sigma_c(v, np.array([energy]), e, modes)[0] - energy
    assert abs(residual) < 1e-11
    return energy


constant = 0.3
qp = valence_quasiparticle(ring_h)
qp_shifted = valence_quasiparticle(ring_h + constant * np.eye(M))
assert abs(qp_shifted - qp - constant) < 1e-9
show("ring: valence GW energy", qp, "Ha")
show("ring: potential constant added", constant, "Ha", 2)
show("ring: resulting GW energy shift", qp_shifted - qp, "Ha")

e, c = np.linalg.eigh(ring_h)
modes = excitations(e, c)
chi_ring = static_response(e, c)
for w, omega, potential, _ in modes:
    v = [x for weight, x in ring_couplings][[m[1] is omega for m in modes].index(True)]
    by_inverse = np.linalg.solve(np.eye(M) - v @ chi_ring, v) - v
    assert np.allclose(by_inverse, -2 * (potential / omega) @ potential.T, atol=1e-9)

# Occupation changes by quadrature along the imaginary axis through the gap.
middle = 0.5 * (e[M // 2 - 1] + e[M // 2])
theta = np.pi * ((np.arange(600) + 0.5) / 600 - 0.5)
u = 0.3 * np.tan(theta)
du = 0.3 / np.cos(theta)**2 * np.pi / 600
z = middle + 1j * u
change = np.array([np.sum(du * sigma_c(s, z, e, modes) / (z - e[s])**2).real
                   / (2 * np.pi) for s in range(M)])
top = M // 2 - 1
pole_sum = -sum(w * np.sum(coupling[top, M // 2:]**2
                / (e[M // 2:, None] + omega[None, :] - e[top])**2)
                for w, omega, _, coupling in modes)
assert abs(change[top] - pole_sum) < 1e-8
assert np.all(change[:M // 2] < 0) and np.all(change[M // 2:] > 0)
assert abs(change.sum()) < 1e-8
show("ring: valence-top occupation change per spin", change[top], "electrons")
show("ring: total moved to empty levels per spin",
     change[M // 2:].sum(), "electrons")
print(f"ring: net change of electron number per spin: {change.sum():.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
site spacing: 4.0 bohr
chain separation: 6.0 bohr
Gaussian width: 1.2 bohr
hopping: 0.10 Ha
local exchange strength: 0.10 Ha
on-site splitting A (plus/minus): 0.20 Ha
on-site splitting B (plus/minus): 0.30 Ha
on-site shift B: -0.05 Ha
sites per chain: 80 total, 41 in A
[mean field] bulk edges v,c (Ha): A -0.21143, 0.02480; B -0.34213, 0.06519
  bulk part of offset v,c (Ha): -0.13071, 0.04039
  lineup from cell-averaged potential: 0.02778 Ha
  lineup from charge dipole: 0.02778 Ha
  direct offset v,c (Ha): -0.10293, 0.06817
  direct offset v,c (eV): -2.801, 1.855
[sigma, frozen density] bulk edges v,c (Ha): A -0.41013, 0.00728; B -0.57722, 0.07437
  bulk part of offset v,c (Ha): -0.16709, 0.06709
  lineup from cell-averaged potential: 0.02778 Ha
  lineup from charge dipole: 0.02778 Ha
  direct offset v,c (Ha): -0.13931, 0.09487
  direct offset v,c (eV): -3.791, 2.582
[sigma, updated density] bulk edges v,c (Ha): A -0.40306, 0.00022; B -0.57223, 0.06939
  bulk part of offset v,c (Ha): -0.16917, 0.06917
  lineup from cell-averaged potential: 0.02806 Ha
  lineup from charge dipole: 0.02806 Ha
  direct offset v,c (Ha): -0.14111, 0.09724
  direct offset v,c (eV): -3.840, 2.646
largest edge mismatch, split against direct: 2.6e-09 Ha
lineup change: 0.00028 Ha
lineup change: 7.7 meV
largest site density change: 0.04544 electrons
first-order lineup change, no Hartree response: -0.00355 Ha
first-order lineup change, with Hartree response: 0.00080 Ha
same from finite differences: 0.00080 Ha
superlattice gap, mean field: 0.23794 Ha
superlattice gap, block-diagonal correction: 0.41918 Ha
ring: valence GW energy: -0.38970 Ha
ring: potential constant added: 0.30 Ha
ring: resulting GW energy shift: 0.30000 Ha
ring: valence-top occupation change per spin: -0.00625 electrons
ring: total moved to empty levels per spin: 0.03687 electrons
ring: net change of electron number per spin: 2.6e-18
ALL CHECKS PASSED
```
